# Silicon electron pi44 from shear-induced changes of the transverse mass, part 2

We seek the shear piezoresistance of n-type silicon, $\pi_{44}=\rho_{xy}/(\rho_0T_{xy})$, on cubic axes. The tensor shear is $\varepsilon=\varepsilon_{xy}$, with $T_{xy}=2C_{44}\varepsilon$. Valleys have transverse and longitudinal masses $m_t,m_l$; $m_0$ is the free-electron mass. For a scalar relaxation time $\tau(E)$, valley density $n_v$ and occupation $f$,

$$\sigma_{ij}^{(v)}=n_ve^2\bar\tau(m^{-1})_{ij}, \qquad
\bar\tau=\frac{2}{3}\frac{\int \tau E^{3/2}(-f')\,dE}{\int E^{1/2}f\,dE}, \qquad (8)$$

$$\pi_{44}=-\frac{w_x'+w_y'+w_z'}
{2C_{44}(2/m_t+1/m_l)},\qquad
w_v'=\left.\frac{dw_v}{d\varepsilon}\right|_{\varepsilon=0}, \qquad (12)$$

where $w_v=(m_v^{-1})_{xy}$ for axis $v$.

Near $X=(0,0,1)2\pi/a$, two bands are coupled by $W=D\varepsilon-\hbar^2k_xk_y/M$:

$$-\frac{W^2}{\Delta}
=-\frac{D^2\varepsilon^2}{\Delta}
+\frac{2D\varepsilon}{\Delta M}\hbar^2k_xk_y
-\frac{\hbar^4k_x^2k_y^2}{\Delta M^2}. \qquad (14)$$

$$H=\left[\frac{\hbar^2k_z^2}{2m_l}
+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}\right]I
+\begin{pmatrix}W&Ak_z\\Ak_z&-W\end{pmatrix},
\quad A=\frac{\hbar^2k_0}{m_l}. \qquad (16)$$

Here $k_z$ is measured from $X$, $k_0$ is the unstrained valley's distance from $X$, and $\Delta$ is the band separation there:

$$\Delta=2Ak_0=\frac{2\hbar^2k_0^2}{m_l}. \qquad (18)$$

With $\eta=2D\varepsilon/\Delta$,

$$E_{\min}=\frac\Delta4(1-\eta^2)-\frac\Delta2
=-\frac\Delta4(1+\eta^2), \qquad (21)$$

$$\frac1{m_{110}}=\frac1{m_t}+\frac\eta M,\qquad
\frac1{m_{1\bar10}}=\frac1{m_t}-\frac\eta M, \qquad (26)$$

$$\boxed{\pi_{44}=-\frac{D}{\Delta C_{44}}
\frac{1/M}{2/m_t+1/m_l}.} \qquad (27)$$

At 300 K and $\eta=0.02$, a Boltzmann integral over the two-band $z$ valley, with $\tau\propto(E-E_{\min})^{-1/2}$, gave 1.34 times the parabolic $\sigma_{xy}/\sigma_0$.

To find $D$ and $M$, take six plane waves at $X$, with $g=2\pi/a$ and $t=\hbar^2g^2/(2m_0)$. In units of $g$,

$$\begin{aligned}
A&=(0,0,1), & B&=(0,0,-1),\\
C_1&=(1,1,0), & C_2&=(-1,-1,0),\\
C_3&=(1,-1,0), & C_4&=(-1,1,0).
\end{aligned} \qquad (28)$$

Waves differing by $g(h,k,l)$ are coupled by

$$V_n\cos\left[\frac\pi4(h+k+l)\right],\qquad n=h^2+k^2+l^2, \qquad (29)$$

whose cosine argument is called $\theta$. The combinations are

$$\begin{aligned}
A_\pm&=\frac{A\pm B}{\sqrt2}, &
c_+&=\frac{C_3+C_4}{\sqrt2}, &
c_-&=\frac{C_1-C_2}{\sqrt2},\\
&&d_+&=\frac{C_1+C_2}{\sqrt2}, &
d_-&=\frac{C_3-C_4}{\sqrt2}.
\end{aligned} \qquad (30)$$

Both sectors $(A_\pm,c_\pm)$ have the block

$$\begin{pmatrix}t&\sqrt2V_3\\\sqrt2V_3&2t+V_8\end{pmatrix}. \qquad (31)$$

Its upper eigenvalue $E_c$ is the conduction doublet,

$$\phi_\pm=aA_\pm+b c_\pm,\qquad a^2+b^2=1, \qquad (32)$$

where $a$ is an amplitude, not the lattice constant. The valence doublets are its lower eigenvalue $E_v$ and the $d_\pm$ level $E_d=2t-V_8$.

### How shear splits the doublet

To first order, shear changes a reciprocal-space vector $(h,k,l)$ to $(h-\varepsilon k,k-\varepsilon h,l)$. Its squared length becomes

$$n\to n-4\varepsilon hk. \qquad (33)$$

The kinetic energy of $C_3,C_4$ changes by $+4t\varepsilon$, and that of $C_1,C_2$ by $-4t\varepsilon$. The potential coupling inside $c_+$ has $n=8+16\varepsilon$, and the one inside $c_-$ has $n=8-16\varepsilon$. The couplings of $A$ and $B$ to the two sectors similarly have $n=3\pm4\varepsilon$. A prime on $V_n$ denotes its derivative with respect to $n$. The crystal volume has no linear change under pure shear.

The atoms can also move within the deformed cell. The bond vector $(1,1,1)$, in units of one quarter of the lattice constant, becomes $(1+\varepsilon,1+\varepsilon,1)$, and its squared length grows by $4\varepsilon$. A further relative displacement $-2\varepsilon$ along $z$ would cancel this growth. Let the actual displacement be the fraction $\zeta$ of that value. Each atom then moves by half of it relative to the bond center, and the phase in Eq. (29) gains

$$\delta\theta=-\frac\pi2\zeta\varepsilon l. \qquad (34)$$

The uniform part of the deformation adds no phase, because it transforms positions and reciprocal vectors inversely.

For the coupling $A$–$C_3$, the vector is $(-1,1,1)$ and $\theta=\pi/4$. The cosine is multiplied by $1+\pi\zeta\varepsilon/2$. For $A$–$C_1$, the vector is $(-1,-1,1)$ and $\theta=-\pi/4$, so the factor is $1-\pi\zeta\varepsilon/2$. The remaining couplings have the same factor as the others in their sector. The off-diagonal element of Eq. (31) is therefore

$$\sqrt2\left[V_3\pm\varepsilon\left(4V_3'+\frac{\pi\zeta V_3}{2}\right)\right]. \qquad (35)$$

One coupling that was zero also appears. For $A$–$B$, the vector is $(0,0,2)$ and $\theta=\pi/2$. Since $\cos(\pi/2-\pi\zeta\varepsilon)=\pi\zeta\varepsilon$ at first order, the energies of $A_\pm$ change by $\pm\pi\zeta\varepsilon V_4$.

Every first-order change is opposite in the two sectors. Taking its expectation value in Eq. (32) gives energies $\pm D\varepsilon$, with

$$\begin{aligned}
D={}&b^2(4t+16V_8')
+2\sqrt2\,ab\left(4V_3'+\frac{\pi\zeta V_3}{2}\right)\\
&+\pi\zeta a^2V_4.
\end{aligned} \qquad (36)$$

The factor 2 in the middle term counts the two equal off-diagonal contributions to the expectation value.

### The transverse coupling and its sign

Move away from $X$ by a small wavevector $\mathbf k$. For a plane wave of wavevector $\mathbf p$, the kinetic energy gains $\hbar^2\mathbf p\cdot\mathbf k/m_0+\hbar^2k^2/(2m_0)$. The linear term has opposite values on $C_3$ and $C_4$. It therefore connects $c_+$ to $d_-$ with strength $\hbar^2g(k_x-k_y)/m_0$. Likewise it connects $c_-$ to $d_+$ with strength $\hbar^2g(k_x+k_y)/m_0$.

Only the amplitude $b$ of $\phi_\pm$ takes part. Second-order perturbation theory gives

$$\delta E_\pm=
\frac{b^2\hbar^4g^2}{m_0^2(E_c-E_d)}(k_x\mp k_y)^2. \qquad (37)$$

The denominator is positive because the conduction doublet lies above $E_d$. Introduce the dimensionless number

$$P=\frac{2b^2\hbar^2g^2}{m_0(E_c-E_d)}. \qquad (38)$$

Then Eq. (37) is

$$\delta E_\pm=\frac{\hbar^2P}{2m_0}(k_x^2+k_y^2)
\mp\frac{\hbar^2P}{m_0}k_xk_y. \qquad (39)$$

Adding the free-electron term to the common part gives $1/m_t=(1+P)/m_0$. The opposite part has the form $\mp\hbar^2k_xk_y/M$ with $1/M=P/m_0$. At this order of the six-wave model,

$$\frac1M=\frac1{m_t}-\frac1{m_0}. \qquad (40)$$

Together with the shear splitting, the energies of $\phi_\pm$ contain $\pm(D\varepsilon-\hbar^2k_xk_y/M)$, which is $\pm W$. Interchanging the names $\phi_+$ and $\phi_-$ reverses both $D$ and $M$, so the sign of $D/M$ does not depend on the naming. Since $M>0$ in this basis, the sign of $D$ in Eq. (36) decides it.

The longitudinal wavevector acts oppositely on $A$ and $B$. It connects $A_+$ to $A_-$ and hence $\phi_+$ to $\phi_-$, with strength $a^2\hbar^2gk_z/m_0$. This has the form of the term $Ak_z$ in Eq. (16), where $A$ is the coefficient defined there and not a plane wave. Its six-wave value, $0.22\,\hbar^2g/m_0$, is about a third larger than the $0.17\,\hbar^2g/m_0$ that $A=\hbar^2k_0/m_l$ gives with the silicon values below. Coupling to the lower doublet $E_v$ adds the same $k_z^2$ energy to both states and so changes only the common longitudinal mass. The form of each term in the two-band Hamiltonian is then accounted for at leading order around $X$.

### A test of the signs

The numerical potential is a smooth local empirical form factor for silicon, whose coefficients $b_i$ appear in the numerical output:

$$V(q^2)=\frac1{\Omega}\frac{b_1(q^2-b_2)}{1+e^{b_3(q^2-b_4)}}\,
\frac{1+\tanh[(b_5-q^2)/b_6]}{2}. \qquad (41)$$

Here $q^2=ng^2$ and all quantities are in Hartree atomic units, with $\Omega$ the volume per atom. The other inputs are a lattice constant of 5.43 Å and the rounded values $C_{44}=80$ GPa and $\zeta=0.5$. Spin-orbit coupling is omitted.

With six waves, $a^2=0.22$ and $b^2=0.78$. Equation (36) gives $D=12.81$ eV, and diagonalization of the sheared six-wave matrix gives the same value to the printed digits. For $m_0/M$, Eq. (38) gives 4.04 and diagonalization gives 4.03. The positive $D$ fixes $D/M>0$.

The sign can also be seen without inspecting the states. Shear first separates the doublet by $2D\varepsilon$. If $D/M>0$, moving along $[110]$ to $k_x=k_y=q$ with $\hbar^2q^2/M=D\varepsilon$ should close the separation. Moving to $k_x=-k_y=q$ should double it. In the crystal with 116 plane waves, the separations are 0.0008 and 2.002 times the initial one. Had the relative sign been opposite, the two directions would have exchanged roles.

### Numbers for silicon

The larger basis gives $D=9.64$ eV at $X$, about 25% below the six-wave value. The six-wave calculation therefore shows the origin and sign of the coupling, but its $D$ should not be used as a converged value. At $X$, the directly obtained $m_0/M$ is 3.86, while $m_0/m_t-1$ is 3.67. Equation (40) is thus an approximation once more waves are present, with a 5% error relative to the direct value.

The valley minimum lies at 0.847 of the distance from the zone center to $X$. At that minimum,

$$m_t=0.1996\,m_0,\qquad m_l=0.919\,m_0,\qquad \Delta=0.547\ \mathrm{eV}. \qquad (42)$$

The two-band relation (18), with the calculated $k_0$ and $m_l$, would give $\Delta=0.518$ eV. Equation (27) is evaluated with the actual separation, because that is the denominator in Eq. (14). Using Eq. (40) at the valley gives $m_0/M=4.011$. The mass factor is

$$\frac{1/M}{2/m_t+1/m_l}
=\frac{4.011}{10.02+1.09}=0.361. \qquad (43)$$

Since $D/\Delta=9.637/0.5469=17.62$, the closed formula yields

$$\pi_{44}=-\frac{17.62\times0.361}{80\times10^9\ \mathrm{Pa}}
=-7.95\times10^{-11}\ \mathrm{Pa}^{-1}. \qquad (44)$$

This is $-0.0795$ GPa$^{-1}$.

For $T_{xy}=100$ MPa, the tensor strain is $6.25\times10^{-4}$ and

$$\eta=2(17.62)(6.25\times10^{-4})=0.0220. \qquad (45)$$

Equation (26) then gives $m_{110}=0.196\,m_0$ and $m_{1\bar10}=0.203\,m_0$. The corresponding $\rho_{xy}/\rho_0$ is $-0.0080$. A mass change of about 2% thus leads to a resistivity change of about 0.8%. The latter is smaller because the $x$ and $y$ valleys conduct too but do not respond in this model.

### The sheared crystal without the two-band formula

The minima and inverse-mass tensors were also calculated directly from the sheared 116-wave crystal at $\varepsilon=0.001$. For both the $x$ and $z$ valleys, opposite shears gave equal minimum energies and equal determinants of the inverse-mass tensor within the numerical tolerances. This tests the absence of linear valley transfer and of a linear change in the density-of-states mass.

For the $z$ valleys, the direct slope is

$$w_z'=\frac{109}{m_0},\qquad
\frac{2D}{\Delta M}=\frac{141}{m_0}. \qquad (46)$$

The closed formula has the right sign but exceeds the direct slope by 29%, relative to the direct value. Taken at the minimum itself, in plane waves that deform with the crystal, the two couplings still give $138/m_0$. Most of the excess therefore comes from strain terms that involve states outside the two-band space. For the quadratic energy shift, the formula gives $-0.170$ meV and the crystal gives $-0.132$ meV. The crystal value is an absolute energy, however, and the $x$ valleys shift as well. Relative to them, the $z$ valleys fall by 0.148 meV.

The $x$ valleys show a smaller effect that Eq. (27) leaves out:

$$w_x'=-\frac{4.4}{m_0}. \qquad (47)$$

This off-diagonal element tilts the ellipsoid. Symmetry permits it, since the half-turn about $x$ reverses both $\varepsilon_{xy}$ and $(m_x^{-1})_{xy}$. Exchanging $x$ and $y$ leaves the shear unchanged, so $w_y'=w_x'$. The sum in Eq. (12) is

$$w_x'+w_y'+w_z'
=\frac{109.2-2(4.4)}{m_0}
=\frac{100.4}{m_0}. \qquad (48)$$

The tilts reduce the numerator by 8% relative to the $z$-valley value. From the direct tensors, the $z$ valleys alone give $\pi_{44}=-6.1\times10^{-11}$ Pa$^{-1}$. All valleys give

$$\pi_{44}=-5.7\times10^{-11}\ \mathrm{Pa}^{-1}
=-0.057\ \mathrm{GPa}^{-1}. \qquad (49)$$

The finite-difference step used for the curvatures and the finite basis leave an uncertainty of about 0.5%, so the magnitude lies between 5.6 and 5.7 in units of $10^{-11}$ Pa$^{-1}$. For this crystal potential and a scalar relaxation time in the parabolic limit, Eq. (49) is the better-supported value. Equation (44) is the transparent two-band estimate, and it is 41% larger in magnitude.

### What the result permits

The derivation establishes a nonzero contribution where the fixed-ellipsoid model has none. In a calculation of shear response, the strained inverse-mass tensors must therefore be retained even though the valley populations have no linear change. For the inputs used here, Eq. (27) gives the sign and scale of this mass contribution. If a 30% error in the $z$-valley mass slope matters, the tensors should be calculated in the sheared crystal.

Neither value is a complete prediction of a measured coefficient. The value commonly quoted for lightly doped n-type silicon at room temperature, about $-14\times10^{-11}$ Pa$^{-1}$, has the same sign but is larger in magnitude than both Eq. (44) and Eq. (49), the latter by more than a factor of two. The empirical potential is local, and $\zeta$ and $C_{44}$ are rounded inputs. The choice of $\zeta$ matters: $D$ rises by about 0.8 eV for each increase of 0.1 in $\zeta$. The parabolic result also omits the thermal correction found in Part 1. That correction was calculated for the two-band $z$ valley; multiplying Eq. (49) by 1.34 would assume, without a test, that it carries over to the full crystal.

Scattering is the other main restriction. If shear makes the relaxation time depend on direction, a valley can acquire $\sigma_{xy}$ even with unchanged masses. Such a term would add to Eq. (12) at the same order in strain, and its size and sign cannot be inferred from the band calculation. Degenerate electrons need a further check: Eq. (8) still holds for parabolic valleys, but the 34% correction at 300 K, where $k_BT$ is only about $0.05\Delta$, shows that nonparabolicity can matter at a Fermi energy well below $\Delta$. Finally, the linear coefficient requires $|\eta|\ll1$ and, for nondegenerate electrons, also $\Delta\eta^2/4\ll k_BT$. Otherwise the quadratic shift in Eq. (21) moves electrons into the $z$ valleys. At 77 K and $\eta=0.2$, for example, that shift is 5.5 meV, close to $k_BT=6.6$ meV. In the two-band estimate the valleys merge at $|\varepsilon|=\Delta/(2D)$, and near that strain the resistance must be calculated from the full dispersion.

The numerical output that follows lists the inputs and most of the calculated values to more digits.

## Numbers as computed

```
Input lattice constant: 5.43 angstrom
Input C44: 80.0 GPa
Input internal displacement zeta: 0.50
Potential coefficients b1..b6 (a.u.): 106.0686 2.2278 0.606 -1.972 5.0 0.3
Number of plane waves: 116
Six-wave amplitude a squared: 0.2235
Six-wave amplitude b squared: 0.7765
Six-wave D, diagonalized: 12.810 eV
Six-wave D, formula: 12.810 eV
Six-wave 1/M, diagonalized: 4.0339 1/m0
Six-wave 1/M, formula: 4.0414 1/m0
Crystal D at X: 9.637 eV
Crystal 1/M at X: 3.8601 1/m0
Crystal 1/mt - 1/m0 at X: 3.6692 1/m0
Reclosed/initial doublet splitting: 0.00083
Opposite-direction/initial splitting: 2.00158
Valley position: 0.8472 2pi/a
Valley distance k0 from X: 0.1528 2pi/a
Transverse mass mt: 0.1996 m0
Longitudinal mass ml: 0.9192 m0
Band gap Delta at minimum: 0.5469 eV
Two-band 2 hbar^2 k0^2/ml: 0.5181 eV
Valley 1/M = 1/mt - 1/m0: 4.0108 1/m0
Direct-test shear strain: 0.0010
z-valley inverse-mass slope, direct: 109.22 1/m0
z-valley inverse-mass slope, formula: 141.36 1/m0
x-valley inverse-mass slope, direct: -4.40 1/m0
z-valley energy shift, direct: -0.1324 meV
z-valley energy shift, formula: -0.1698 meV
pi44, closed formula: -7.953 1e-11/Pa
pi44, sheared crystal z valleys: -6.145 1e-11/Pa
pi44, sheared crystal all valleys: -5.651 1e-11/Pa
pi44, closed formula: -0.07953 1/GPa
Boltzmann test eta: 0.020
Conductivity ratio, formula: 0.007220
Conductivity ratio, kBT=0.5 meV: 0.007253
Conductivity ratio, 300 K: 0.009663
300 K/formula conductivity ratio: 1.3383
Example shear stress: 100.0 MPa
Example tensor shear strain: 0.000625
Example eta: 0.0220
Example mass along [110]: 0.1961 m0
Example mass along [1-10]: 0.2032 m0
Example resistivity ratio rho_xy/rho0: -0.007953
```
